\section*{Inverting the Friedel sum rule for a half-filled chain}

\section*{Question}

I have an infinite tight-binding chain with hopping $-t$ ($t>0$), two spin directions and no interactions. It is half filled, and one site gets an extra potential $U$ for both spins. The exercise asks which $U$ attracts half an electron in total, and wants the answer from the Friedel sum rule. I have three results that do not fit together.

\begin{enumerate}
\item The density of states per site at the Fermi level, with spin, is $1/(\pi t)$. If the attracted charge is $-U/(\pi t)$, I need $U=-\pi t/2\approx-1.571\,t$.
\item If I ask for half an extra electron on the site itself, I find $U\approx-1.155\,t$.
\item Any attractive $U$ pulls a bound state out of the bottom of the band. It lies below the Fermi level, so it holds two electrons. How can the total then be one half?
\end{enumerate}

Which $U$ is right, and how do I choose the branch of the phase in the sum rule?

\section*{Answer}

Your first result is a linear approximation used outside its range, the second answers a different question, and the third counts one of three contributions. The sum rule settles the first and the third once the phase is followed from below the band; the second needs the charge site by site.

\subsection*{Setting and the clean Green function}

Number the sites by $j$, with the potential on $j=0$. For each spin
\begin{equation}
H=H_0+U|0\rangle\langle0|,\qquad H_0=-t\sum_j\bigl(|j{+}1\rangle\langle j|+|j\rangle\langle j{+}1|\bigr).
\end{equation}
The clean band is $E=-2t\cos k$, symmetric about zero, so half filling means $\mu=0$. I take zero temperature and hold $\mu$ fixed while $U$ is switched on: the distant chain is the reservoir that supplies the charge.

Let $G_0(z)=(z-H_0)^{-1}$ and $g_j=\langle j|G_0|0\rangle$. The definition gives
\begin{equation}
z\,g_j+t\,(g_{j+1}+g_{j-1})=\delta_{j0}.
\end{equation}
Away from $j=0$ a decaying solution is $g_j=g_0\lambda^{|j|}$ with $|\lambda|<1$ and $z+t(\lambda+1/\lambda)=0$. At $j=0$ the equation reads $g_0(z+2t\lambda)=1$. The quadratic equation for $\lambda$ gives
\begin{equation}
2t\lambda=-z+w,\qquad g_0=\frac1w,\qquad w(z)=\sqrt{z^2-4t^2},
\label{eq:g}
\end{equation}
where $w$ is the branch that behaves as $z$ at large $|z|$; then $\lambda\to-t/z$ is small, as required. On the positive imaginary axis $w(iy)=i\sqrt{y^2+4t^2}$, which tends to $2it$ as $y\to0$. For energies inside the band, taken just above the real axis, this gives $w=i\sqrt{4t^2-E^2}$, while for energies below the band $w=-\sqrt{E^2-4t^2}$. In particular
\begin{equation}
g_0(0+i0)=-\frac{i}{2t}.
\end{equation}
It is purely imaginary, as $g_0$ is at every energy inside the band.

\subsection*{The sum rule}

Dyson's equation $G=G_0+G_0U|0\rangle\langle0|G$ gives $\langle0|G|j\rangle(1-Ug_0)=g_j$. Putting this back into the diagonal element yields
\begin{equation}
\langle j|G-G_0|j\rangle=\frac{U}{1-Ug_0}\,g_j^2 .
\label{eq:dG}
\end{equation}
Now sum over $j$. Since $\sum_jg_j^2=\langle0|G_0^2|0\rangle$ and $dG_0/dz=-G_0^2$,
\begin{equation}
\operatorname{Tr}(G-G_0)=-\frac{U\,g_0'(z)}{1-Ug_0(z)}=\frac{d}{dz}\ln D(z),\qquad D=1-Ug_0 .
\end{equation}
The change in the density of states is $-1/\pi$ times the imaginary part of this trace just above the real axis. Integrating up to $\mu$ and doubling for spin,
\begin{equation}
\Delta N(\mu)=-\frac2\pi\arg D(\mu+i0).
\label{eq:friedel}
\end{equation}
The lower limit contributes nothing because $g_0\to0$ and $D\to1$ as $E\to-\infty$. This also fixes the branch: the argument starts at zero far below the band and is followed continuously from there.

\subsection*{Following the phase}

Write $U=-u$ with $u>0$, so that $D=1+u/w$.

\paragraph{Below the band.} Here $D=1-u/\sqrt{E^2-4t^2}$, which vanishes at
\begin{equation}
E_b=-\sqrt{4t^2+u^2}.
\end{equation}
This is the bound state. The slope $D'(E)=uE/(E^2-4t^2)^{3/2}$ is negative there. Slightly above the real axis, at $E+i\eta$, we have $D\approx D'(E_b)(E-E_b+i\eta)$, whose imaginary part is negative. Thus $D$ passes from positive to negative values through the lower half-plane, and its argument goes from $0$ to $-\pi$. By \eqref{eq:friedel} this adds $+2$ electrons.

\paragraph{At the lower band edge.} Go round the edge on a small half-circle, $z=-2t+\epsilon e^{i\varphi}$, with $\varphi$ running from $\pi$ to $0$. Then $w^2\approx-4t\epsilon e^{i\varphi}$, and the branch above gives $w\approx2i\sqrt{t\epsilon}\,e^{i\varphi/2}$. Hence
\begin{equation}
D\approx\frac uw=\frac{u}{2\sqrt{t\epsilon}}\,e^{-i(\pi+\varphi)/2}.
\end{equation}
The argument rises from $-\pi$ to $-\pi/2$, which adds $-1$ electron.

\paragraph{Inside the band.} Now $D=1-iu/\sqrt{4t^2-E^2}$ has real part $1$, so it stays in the fourth quadrant and
\begin{equation}
\arg D=-\arctan\frac{u}{\sqrt{4t^2-E^2}} .
\end{equation}
At $\mu=0$ this is $-\arctan(u/2t)$, with no multiple of $2\pi$ left over.

For $U>0$ there is no zero below the band, where $D=1+U/\sqrt{E^2-4t^2}$ is positive. At the edge $D\approx-U/w$ turns from argument $0$ to $\pi/2$, and inside the band the argument is $+\arctan(U/\sqrt{4t^2-E^2})$. Both signs are therefore covered by
\begin{equation}
\Delta N=-\frac2\pi\arctan\frac{U}{2t}\qquad(\mu=0).
\label{eq:N}
\end{equation}

\subsection*{The inversion}

The arctangent is strictly monotonic and lies between $-\pi/2$ and $\pi/2$. Each total with $|\Delta N|<1$ therefore belongs to one potential,
\begin{equation}
U=-2t\tan\frac{\pi\,\Delta N}{2}.
\end{equation}
For $\Delta N=\tfrac12$ the tangent is $\tan(\pi/4)=1$, so
\begin{equation}
\boxed{U=-2t.}
\end{equation}
A whole electron would need $U\to-\infty$: at $U=-200\,t$ the total is still $0.9936$.

The value belongs to half filling. For another $\mu$ inside the band, $2t$ is replaced by $\sqrt{4t^2-\mu^2}$. At $\mu=-t$, half an electron requires $U=-\sqrt3\,t\approx-1.732\,t$.

\subsection*{Why the bound state does not spoil the count}

At $U=-2t$ the bound state lies at $-2\sqrt2\,t=-2.828\,t$ and holds two electrons. Its states were taken from the band, however. From the band edge to $\mu=0$ the argument rises from $-\pi/2$ to $-\pi/4$, which adds $-\tfrac12$ electron. The full account is
\begin{equation}
\underbrace{+2}_{\text{bound state}}\;\underbrace{-\,1}_{\text{band edge}}\;\underbrace{-\,\tfrac12}_{\text{band interior up to }\mu}=+\tfrac12 .
\end{equation}

\subsection*{Where the half electron sits}

The sum rule gives a total over all sites. The site-resolved change $\delta n_j$ answers your second point and provides another derivation of \eqref{eq:N} for $U=-u<0$.

Start from $\delta n_j=-(2/\pi)\operatorname{Im}\int_{-\infty}^0\langle j|G-G_0|j\rangle\,dE$, taken just above the real axis. The integrand is analytic in the upper half-plane and falls at least as fast as $1/z^2$, so the path can be turned onto the positive imaginary axis:
\begin{equation}
\int_{-\infty}^0(\cdots)\,dE=-i\int_0^\infty(\cdots)\Big|_{z=iy}\,dy,
\qquad
\delta n_j=\frac2\pi\int_0^\infty\operatorname{Re}\langle j|G-G_0|j\rangle\Big|_{z=iy}dy .
\end{equation}
Put $y=2t\sinh s$ and $R=2t\cosh s$. Then $w=iR$, and \eqref{eq:g} gives $\lambda=i(\cosh s-\sinh s)=ie^{-s}$. Consequently
\begin{equation}
g_j^2=-\frac{(-1)^je^{-2|j|s}}{R^2},\qquad
\operatorname{Re}\frac{U}{1-Ug_0}=\operatorname{Re}\frac{-u}{1-iu/R}=-\frac{uR^2}{R^2+u^2}.
\end{equation}
Multiplying these as in \eqref{eq:dG} and using $dy=R\,ds$,
\begin{equation}
\delta n_j=(-1)^j\,\frac2\pi\int_0^\infty\frac{uR}{R^2+u^2}\,e^{-2|j|s}\,ds .
\label{eq:site}
\end{equation}
The charge alternates in sign from site to site.

\paragraph{The site itself.} For $j=0$, return to $y$, with $R^2=y^2+4t^2$:
\begin{equation}
\delta n_0=\frac2\pi\int_0^\infty\frac{u\,dy}{y^2+4t^2+u^2}=\frac{u}{\sqrt{4t^2+u^2}} .
\end{equation}
At $u=2t$ this is $1/\sqrt2=0.707$, more than the total. All other sites together lose $0.207$ electron. Requiring $\delta n_0=\tfrac12$ instead gives $4u^2=4t^2+u^2$, or $u=2t/\sqrt3=1.155\,t$. That is your second value. Its total is $(2/\pi)\arctan(1/\sqrt3)=\tfrac13$ electron.

\paragraph{The sum over sites.} With $q=e^{-2s}$, the geometric series gives
\begin{equation}
1+2\sum_{j=1}^\infty(-q)^j=1-\frac{2q}{1+q}=\frac{1-q}{1+q}=\tanh s .
\end{equation}
If the sum stops at $|j|=M$, the missing part is $2(-q)^{M+1}/(1+q)$, of magnitude at most $2q^{M+1}$. Since $uR/(R^2+u^2)\le\tfrac12$, the missing charge is at most $1/[\pi(M+1)]$ and vanishes as $M\to\infty$. Summing under the integral is thus justified for symmetric partial sums. Because $dR=2t\sinh s\,ds=R\tanh s\,ds$,
\begin{equation}
\sum_j\delta n_j=\frac2\pi\int_{2t}^\infty\frac{u\,dR}{R^2+u^2}
=\frac2\pi\left(\frac\pi2-\arctan\frac{2t}{u}\right)=\frac2\pi\arctan\frac{u}{2t},
\end{equation}
in agreement with \eqref{eq:N}. No phase had to be followed here.

\paragraph{How slowly the total is reached.} Far from the site, small $s$ dominates \eqref{eq:site}. There $R\to2t$, and $\int_0^\infty e^{-2|j|s}ds=1/(2|j|)$. At $u=2t$ the prefactor $uR/(R^2+u^2)$ tends to $\tfrac12$, so
\begin{equation}
\delta n_j\simeq\frac{(-1)^j}{2\pi|j|}.
\end{equation}
These are the Friedel oscillations, with a period of two sites at half filling. The charge within $M$ sites on each side swings about one half:
\begin{center}
\begin{tabular}{ccccccc}
$M$ & 1 & 2 & 10 & 11 & 200 & 201\\
charge & 0.403 & 0.561 & 0.515 & 0.486 & 0.5008 & 0.4992
\end{tabular}
\end{center}
A calculation on a small cluster around the site can therefore miss the total by several per cent of an electron, even with exact site charges.

\subsection*{Why linear response falls short}

For $|U|\ll2t$, $\arctan x\approx x$ turns \eqref{eq:N} into $\Delta N\approx-U/(\pi t)$, your first formula. For positive $x$ the arctangent lies below $x$, so the linear estimate promises too much charge. At $U=-1.571\,t$ the actual total is
\begin{equation}
\frac2\pi\arctan(0.785)=0.424,
\end{equation}
about 15\,\% below the intended half electron.

\subsection*{A check by counting levels}

The result can be tested without Green functions. I diagonalized an open chain of 2001 sites with and without the potential on its middle site, and counted electrons at fixed $\mu=0$. At zero temperature such a count jumps in integers, so the occupations were smeared with $kT=0.02\,t$ and $0.04\,t$. The combination $[4\Delta N(T)-\Delta N(2T)]/3$ removes the error proportional to $T^2$. A root search for a count of one half gave $U=-2.00000\,t$. The same search at $\mu=-t$ gave $-1.7321\,t$. The numerical output lists further potentials.

\subsection*{Temperature, and when the result fails}

\paragraph{Small temperature.} With $\mu=0$ still fixed, the total is the average of $\Delta N(E)$ over the thermal weight $-\partial f/\partial E$, where $f$ is the Fermi function. For $U=-2t$ and small $E$,
\begin{equation}
\frac{2t}{\sqrt{4t^2-E^2}}\approx1+\frac{E^2}{8t^2},\qquad
\Delta N(E)\approx\frac2\pi\left(\frac\pi4+\frac{E^2}{16t^2}\right)=\frac12+\frac{E^2}{8\pi t^2},
\end{equation}
because the slope of $\arctan x$ at $x=1$ is $\tfrac12$. The thermal average of $E^2$ is $\pi^2(kT)^2/3$, so to leading order
\begin{equation}
\Delta N=\frac12+\frac{\pi}{24}\left(\frac{kT}{t}\right)^2 .
\end{equation}
Take the round model value $t=1$~eV. The required potential is $-2$~eV, and at 300~K, where $kT=0.0259$~eV, the excess is $9\times10^{-5}$ electron. Temperature is negligible here.

\paragraph{Fixed electron number.} In a closed chain with a fixed number of electrons the change summed over all sites is zero by construction. If the chain is long, half an electron still gathers around the site, apart from the oscillations described above. The distant sites supply it: averaged over neighbouring sites, so that the oscillations cancel, each loses a share of order one over the chain length. The total $\Delta N=\tfrac12$ then refers to a region that is wide compared with the site spacing but short compared with the chain.

\paragraph{A gap at the Fermi level.} Suppose the chain is dimerized, with alternating hoppings, so that $\mu$ lies in a gap. Equation \eqref{eq:friedel} still holds for non-interacting electrons, with the new $g_0$. But $g_0(\mu)$ is now real, so $D$ is real and its argument is a multiple of $\pi$. At zero temperature the total is then an even integer, and no site potential attracts half an electron. At finite temperature a fraction can arise from partial filling of a bound level that lies within a few $kT$ of $\mu$ in the gap. The result thus relies on the chain being metallic.

\paragraph{Interactions.} Electron repulsion is left out. Even in mean field, the alternating charge \eqref{eq:site} would create potentials on the neighbouring sites. The perturbation would no longer be confined to one site, and $1-Ug_0$ would have to be replaced by a determinant over all the sites affected. Moreover, on-site repulsion acting along the whole chain opens a gap at half filling, which removes the metallic state the result relies on. The value $-2t$ applies when the chain remains a non-interacting metal and the whole effective potential acts on a single site.

\section*{Computed results}
\begin{verbatim}
Sites in the counting chain: 2001
Lower smearing energy kT: 0.02 t; upper: 0.04 t
U for +1/2 electron, root search, mu=0: -2.00000 t
U for +1/2 electron, root search, mu=-t: -1.73206 t
U=   -0.5 t: counted +0.15596, Friedel +0.15596 electrons
U=   -2.0 t: counted +0.50000, Friedel +0.50000 electrons
U=   -5.0 t: counted +0.75776, Friedel +0.75776 electrons
U=    2.0 t: counted -0.50000, Friedel -0.50000 electrons
U= -200.0 t: counted +0.99363, Friedel +0.99363 electrons
Bound-state energy at U=-2t: -2.82843 t
Bound-state weight on site 0: 0.70711
Bookkeeping at U=-2t, both spins, in electrons:
  bound state: +2.00000
  lower band edge: -1.00000
  band interior up to mu=0: -0.50000
  sum: +0.50000
delta n on site 0: +0.707107 electrons
delta n on site 1: -0.151919 electrons
delta n on site 2: +0.079031 electrons
delta n on site 3: -0.052957 electrons
delta n on site 200: +0.000796 electrons
All other sites together: -0.20711 electrons
Charge within 1 sites on each side: 0.40327 electrons
Charge within 2 sites on each side: 0.56133 electrons
Charge within 10 sites on each side: 0.51512 electrons
Charge within 11 sites on each side: 0.48619 electrons
Charge within 200 sites on each side: 0.50079 electrons
Charge within 201 sites on each side: 0.49921 electrons
Mean of last two sums: 0.50000 electrons
U for +1/2 electron on site 0 alone: -1.15470 t
Total attracted by that U: 0.33333 electrons
Linear-response slope dN/dU: -0.31831 electrons per t
Linear-response guess for U: -1.57081 t
Total really attracted by that U: 0.42385 electrons
Thermal shift at kT=0.02t, counted: 5.240e-05 electrons
Thermal shift at kT=0.02t, formula: 5.236e-05 electrons
Chosen hopping t: 1.0 eV
Required potential: -2.0000 eV
kT at 300 K: 0.02585 eV
Thermal shift at 300 K: 8.75e-05 electrons
\end{verbatim}
